# Why the two-dimensional deformation-potential formula does not predict phonon-limited mobility: a numerical check

```python
"""Phonon-limited mobility of a two-dimensional anisotropic semiconductor.

Result under test: the popular deformation-potential formula
    mu_i = e hbar^3 C_L / (kT m_i m_d E_i^2),   m_d = sqrt(m_x m_y),
is not the phonon-limited mobility. Solving the acoustic problem correctly
replaces E_i^2/C_L by K_i, where with g = sqrt(m_y/m_x)
    K_x = {[(1+3g+g^2)Ex^2 + 2g^2 Ex Ey + g^3 Ey^2]/C_L
           + g^2 (Ex-Ey)^2/C_T} / (1+g)^3      (K_y: swap x,y and g -> 1/g),
and optical, intervalley and polar scattering lower the mobility further.

Symbols: m_x, m_y band masses; Ex, Ey band-edge shifts per uniaxial strain;
C_L, C_T longitudinal and transverse sheet stiffness; rho sheet mass density;
D zero-order coupling of a nonpolar mode; Z effective charge of the polar
mode; r screening length of the sheet. SI units inside, cm^2/(V s) printed.
"""
import numpy as np
from scipy import constants as sc

hbar, e, me, eps0 = sc.hbar, sc.e, sc.m_e, sc.epsilon_0
T = 300.0
kT = sc.k * T
mx, my = 0.2 * me, 0.8 * me
md = np.sqrt(mx * my)
Ex, Ey = 1.0 * e, 5.0 * e
CL, CT = 100.0, 40.0
cell_area = 0.1e-18
mass1, mass2 = 60 * sc.atomic_mass, 120 * sc.atomic_mass
rho = (mass1 + mass2) / cell_area
reduced_mass = mass1 * mass2 / (mass1 + mass2)
D_op, w_op = 5e10 * e, 0.050 * e      # coupling in J/m, phonon energy in J
D_iv, w_iv = 3e10 * e, 0.025 * e
Z, r_screen, w_po = 1.0, 4e-9, 0.040 * e
CM2 = 1e4


def bose(energy):
    return 1 / np.expm1(energy / kT)


def branch_couplings(qx, qy, ex, ey):
    """Band-edge shift per unit q*u for the LA and TA polarizations."""
    q = np.hypot(qx, qy)
    cx, cy = qx / q, qy / q
    return ex * cx * cx + ey * cy * cy, -ex * cx * cy + ey * cy * cx


def acoustic_G(qx, qy, ex, ey, cl, ct):
    dl, dt = branch_couplings(qx, qy, ex, ey)
    return dl**2 / cl + dt**2 / ct


def K_closed(m1, m2, e1, e2, cl, ct):
    """Closed acoustic result for transport along axis 1."""
    g = np.sqrt(m2 / m1)
    la = ((1 + 3*g + g*g) * e1**2 + 2*g*g * e1 * e2 + g**3 * e2**2) / cl
    return (la + g*g * (e1 - e2)**2 / ct) / (1 + g)**3


def mobility_from_K(m1, m2, K):
    return e * hbar**3 / (kT * m1 * np.sqrt(m1 * m2) * K)


def acoustic_kernel(m1, m2, e1, e2, cl, ct, M):
    """Rates between M angles on one ellipse, from actual vectors k'-k."""
    th = 2 * np.pi * (np.arange(M) + 0.5) / M
    kx, ky = np.sqrt(m1) * np.cos(th), np.sqrt(m2) * np.sin(th)
    qx = kx[None, :] - kx[:, None] + np.eye(M) * np.sqrt(m1)
    qy = ky[None, :] - ky[:, None]
    W = np.sqrt(m1*m2) * kT / hbar**3 * acoustic_G(qx, qy, e1, e2, cl, ct) / M
    np.fill_diagonal(W, 0.0)           # forward events change nothing
    return th, W


def acoustic_bte(m1, m2, e1, e2, cl, ct, M=96):
    """Both acoustic mobilities from the discretized Boltzmann equation."""
    th, W = acoustic_kernel(m1, m2, e1, e2, cl, ct, M)
    scale = W.sum(axis=1).mean()
    L = (np.diag(W.sum(axis=1)) - W) / scale
    rhs = np.column_stack([np.cos(th), np.sin(th)])
    F = np.linalg.lstsq(L, rhs, rcond=1e-10)[0] / scale
    return 2 * e * np.mean(rhs * F, axis=0) / np.array([m1, m2])


def nonpolar_rate(D, w):
    return md * D**2 / (2 * hbar * rho * w)


def nonpolar_mobility(m, acoustic_rate, modes):
    """Closed thermal average; modes = [(rate prefactor, phonon energy)]."""
    edges = [0.0] + sorted({w / kT for _, w in modes}) + [np.inf]
    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        rate = acoustic_rate
        for R, w in modes:
            rate += R * (bose(w) + (bose(w) + 1) * (a >= w / kT))
        upper = 0.0 if np.isinf(b) else (1 + b) * np.exp(-b)
        total += ((1 + a) * np.exp(-a) - upper) / rate
    return e / m * total


def ladder_mobility(acoustic, modes, R_polar, r, M=48, levels=10, nodes=6):
    """Boltzmann equation on energies E0 + n*w_po, odd functions of k."""
    h = M // 2
    th, Wac = acoustic_kernel(mx, my, Ex, Ey, CL, CT, M)
    Wac = Wac * acoustic
    cuts = sorted({0.0, w_po} | {w % w_po for _, w in modes})
    gx, gw = np.polynomial.legendre.leggauss(nodes)
    N = bose(w_po)
    result = np.zeros(2)

    def kvec(E):
        return (np.sqrt(2*mx*E) / hbar * np.cos(th),
                np.sqrt(2*my*E) / hbar * np.sin(th))

    for a, b in zip(cuts[:-1], cuts[1:]):
        for x, weight in zip(gx, gw):
            E = (a + b) / 2 + x * (b - a) / 2 + w_po * np.arange(levels)
            L = np.zeros((levels * h, levels * h))
            rhs = np.zeros((levels * h, 2))
            for n in range(levels):
                s = slice(n * h, (n + 1) * h)
                out = Wac[:h].sum(axis=1)
                L[s, s] -= Wac[:h, :h] - Wac[:h, h:]
                for R, w in modes:
                    out = out + R * (bose(w) + (bose(w) + 1) * (E[n] > w))
                kx, ky = kvec(E[n])
                for step, occ in ((1, N), (-1, N + 1)):
                    if n + step < 0 or R_polar == 0:
                        continue
                    px, py = kvec(E[n] + step * w_po)
                    q = np.hypot(px[None] - kx[:h, None], py[None] - ky[:h, None])
                    P = occ * R_polar / (1 + r * q)**2 / M
                    out = out + P.sum(axis=1)
                    if n + step < levels:
                        t = slice((n + step) * h, (n + step + 1) * h)
                        L[s, t] -= P[:, :h] - P[:, h:]
                L[s, s] += np.diag(out)
                rhs[s, 0] = hbar * kx[:h] / mx
                rhs[s, 1] = hbar * ky[:h] / my
            F = np.linalg.solve(L, rhs)
            boltz = np.repeat(np.exp(-E / kT), h)[:, None]
            result += weight * (b - a) / 2 * (boltz * rhs * F).sum(axis=0) / h
    return e * result / kT**2


def inelastic_acoustic_rate(theta, E):
    """Total golden-rule rate with Bose factors and phonon energy kept."""
    n = 40000
    phi = 2 * np.pi * (np.arange(n) + 0.5) / n
    c, s = np.cos(phi), np.sin(phi)
    m_phi = 1 / (c*c / mx + s*s / my)
    v_along = np.sqrt(2*E/mx)*np.cos(theta)*c + np.sqrt(2*E/my)*np.sin(theta)*s
    total = 0.0
    for D, C in zip(branch_couplings(c, s, Ex, Ey), (CL, CT)):
        vs = np.sqrt(C / rho)
        for sign in (1, -1):           # absorption, emission
            q = 2 * m_phi * (sign * vs - v_along) / hbar
            good = q > 0
            qq = np.where(good, q, 1e8)
            occ = bose(hbar * vs * qq) + (sign < 0)
            total += np.mean(good * D**2 * m_phi * qq * occ / (hbar**2*rho*vs))
    return total


def stochastic_mobility(modes, R_polar, walkers=6000, steps=1200, window=130):
    """Random scattering events; mobility from the velocity correlation."""
    rng = np.random.default_rng(7)
    ang = np.linspace(0, np.pi, 2001)
    Gmax = 1.0001 * acoustic_G(np.cos(ang), np.sin(ang), Ex, Ey, CL, CT).max()
    rates, shift = [md * kT / hbar**3 * Gmax], [0.0]
    for R, w in modes + [(R_polar, w_po)]:
        rates += [R * bose(w), R * (bose(w) + 1)]
        shift += [w, -w]
    cum = np.cumsum(rates)
    total, shift, first_polar = cum[-1], np.array(shift), len(rates) - 2
    E = kT * rng.exponential(size=walkers)
    th = 2 * np.pi * rng.random(walkers)
    V = np.zeros((2, steps, walkers))
    for i in range(steps):
        kx = np.sqrt(2*mx*E) / hbar * np.cos(th)
        ky = np.sqrt(2*my*E) / hbar * np.sin(th)
        V[0, i], V[1, i] = hbar * kx / mx, hbar * ky / my
        ch = np.searchsorted(cum / total, rng.random(walkers), side="right")
        new_th = 2 * np.pi * rng.random(walkers)
        new_E = E + shift[ch]
        allowed = new_E > 0
        new_E = np.where(allowed, new_E, E)
        qx = np.sqrt(2*mx*new_E) / hbar * np.cos(new_th) - kx
        qy = np.sqrt(2*my*new_E) / hbar * np.sin(new_th) - ky
        prob = np.where(ch == 0, acoustic_G(qx, qy, Ex, Ey, CL, CT) / Gmax, 1.0)
        polar_prob = 1 / (1 + r_screen * np.hypot(qx, qy))**2
        prob = np.where(ch >= first_polar, polar_prob, prob)
        hit = allowed & (rng.random(walkers) < prob)
        E, th = np.where(hit, new_E, E), np.where(hit, new_th, th)
    out = []
    for v in V:
        running = np.cumsum(v, axis=0)
        later = running[window:] - running[:-window]
        out.append(np.mean(v[1:steps - window + 1] * later) / total)
    return e / kT * np.array(out)


# Closed acoustic result against the discretized Boltzmann equation
worst_acoustic = 0.0
for m1, m2, a1, a2, cl, ct in [(0.2, 0.8, 1, 5, 100, 40), (1.5, 0.3, 4, -2, 80, 30),
                               (0.4, 0.4, 3, 3, 90, 20), (0.1, 1.3, 0.1, 6, 50, 25)]:
    p = (m1 * me, m2 * me, a1 * e, a2 * e, cl, ct)
    numeric = acoustic_bte(*p)
    closed = np.array([mobility_from_K(p[0], p[1], K_closed(*p)),
                       mobility_from_K(p[1], p[0],
                                       K_closed(p[1], p[0], p[3], p[2], cl, ct))])
    worst_acoustic = max(worst_acoustic, np.max(np.abs(numeric / closed - 1)))
assert worst_acoustic < 1e-6

# Equipartition and quasi-elasticity against the full golden rule
Kx, Ky = K_closed(mx, my, Ex, Ey, CL, CT), K_closed(my, mx, Ey, Ex, CL, CT)
pref = md * kT / hbar**3
elastic_rate = pref * (Kx + Ky) / 2
inelastic = [inelastic_acoustic_rate(t, kT) for t in (0.1, 0.8, 1.5)]
elastic_error = max(abs(x / elastic_rate - 1) for x in inelastic)
assert elastic_error < 0.04            # neglected phonon energies are small

# Mobility after each added mechanism; columns are x and y
formula = np.array([mobility_from_K(mx, my, Ex**2 / CL),
                    mobility_from_K(my, mx, Ey**2 / CL)])
la_only = np.array([mobility_from_K(mx, my, K_closed(mx, my, Ex, Ey, CL, np.inf)),
                    mobility_from_K(my, mx, K_closed(my, mx, Ey, Ex, CL, np.inf))])
acoustic = np.array([mobility_from_K(mx, my, Kx), mobility_from_K(my, mx, Ky)])
op, iv = (nonpolar_rate(D_op, w_op / hbar) / hbar, w_op), \
         (nonpolar_rate(D_iv, w_iv / hbar) / hbar, w_iv)


def both(modes, with_acoustic=1):
    return np.array([nonpolar_mobility(m, with_acoustic * pref * K, modes)
                     for m, K in ((mx, Kx), (my, Ky))])


plus_op, plus_iv = both([op]), both([op, iv])
R_po = md / hbar**3 * (e**2 * Z / (2 * eps0))**2 * hbar**2 \
    / (2 * reduced_mass * cell_area * w_po)
full = ladder_mobility(1, [op, iv], R_po, r_screen)
polar_alone = ladder_mobility(0, [], R_po, r_screen)
op_alone, iv_alone = both([op], 0), both([iv], 0)

# Closed nonpolar average against the ladder solution, two ways
ladder_nonpolar = ladder_mobility(1, [op, iv], 0.0, 0.0)
assert np.max(np.abs(ladder_nonpolar / plus_iv - 1)) < 1e-3
flat = ladder_mobility(1, [], op[0], 0.0)
assert np.max(np.abs(flat / both([(op[0], w_po)]) - 1)) < 1e-3

# Grid convergence and independent stochastic simulation of the full model
finer = ladder_mobility(1, [op, iv], R_po, r_screen, M=72, levels=12, nodes=8)
grid_change = np.max(np.abs(finer / full - 1))
assert grid_change < 3e-3
simulated = stochastic_mobility([op, iv], R_po)
assert np.max(np.abs(simulated / full - 1)) < 0.05   # about 1 % sampling noise

# Upper bound, channel inequality, and failure of the formula as a bound
chain = [la_only, acoustic, plus_op, plus_iv, full]
assert all(np.all(b < a) for a, b in zip(chain[:-1], chain[1:]))
matthiessen = 1 / (1/acoustic + 1/op_alone + 1/iv_alone + 1/polar_alone)
assert np.all(full <= matthiessen * (1 + 1e-3))
assert formula[0] > acoustic[0] and formula[1] < acoustic[1]

# A nearly vanishing deformation constant along x
Ex_small = 0.1 * e
record = mobility_from_K(mx, my, Ex_small**2 / CL)
record_true = acoustic_bte(mx, my, Ex_small, Ey, CL, CT)[0]
assert record > 100 * record_true

print(f"temperature {T:.0f} K, kT = {kT/e*1e3:.2f} meV")
print(f"masses m_x, m_y, m_d = {mx/me:.2f}, {my/me:.2f}, {md/me:.2f} m_e")
print(f"deformation constants Ex, Ey = {Ex/e:.1f}, {Ey/e:.1f} eV")
print(f"stiffness C_L, C_T = {CL:.0f}, {CT:.0f} N/m")
print(f"cell area {cell_area*1e18:.2f} nm^2, atoms "
      f"{mass1/sc.atomic_mass:.0f} and {mass2/sc.atomic_mass:.0f} u")
print(f"sheet density {rho:.3e} kg/m^2")
print(f"sound speeds LA, TA = {np.sqrt(CL/rho):.0f}, {np.sqrt(CT/rho):.0f} m/s")
for name, D, w in (("optical", D_op, w_op), ("intervalley", D_iv, w_iv)):
    print(f"{name}: D = {D/e:.1e} eV/m, energy {w/e*1e3:.0f} meV, "
          f"N = {bose(w):.3f}")
print(f"polar: Z = {Z:.1f}, r = {r_screen*1e9:.1f} nm, energy "
      f"{w_po/e*1e3:.0f} meV, N = {bose(w_po):.3f}")
print(f"rate prefactors optical, intervalley = {op[0]:.3e}, {iv[0]:.3e} 1/s")
print(f"polar rate prefactor at q = 0: {R_po:.3e} 1/s")
print(f"K_x*C_L, K_y*C_L = {Kx*CL/e**2:.3f}, {Ky*CL/e**2:.3f} eV^2")
print(f"acoustic rates 1/tau_x, 1/tau_y = {pref*Kx:.3e}, {pref*Ky:.3e} 1/s")
ta_share = 1 - acoustic / la_only
print(f"TA share of acoustic rate x, y = {ta_share[0]:.3f}, {ta_share[1]:.3f}")
print("mobilities in cm^2/(V s), columns x and y:")
for name, mu in (("popular formula", formula), ("LA solved correctly", la_only),
                 ("LA + TA", acoustic), ("+ optical", plus_op),
                 ("+ intervalley", plus_iv), ("+ polar = full", full),
                 ("full, stochastic", simulated), ("optical alone", op_alone),
                 ("intervalley alone", iv_alone), ("polar alone", polar_alone),
                 ("Matthiessen sum", matthiessen)):
    print(f"  {name:20s} {mu[0]*CM2:10.1f} {mu[1]*CM2:10.1f}")
print(f"formula/full x, y = {formula[0]/full[0]:.2f}, {formula[1]/full[1]:.2f}")
print(f"formula/acoustic x, y = {formula[0]/acoustic[0]:.3f}, "
      f"{formula[1]/acoustic[1]:.3f}")
print(f"acoustic/full x, y = {acoustic[0]/full[0]:.2f}, {acoustic[1]/full[1]:.2f}")
print(f"anisotropy mu_x/mu_y: formula {formula[0]/formula[1]:.1f}, "
      f"acoustic {acoustic[0]/acoustic[1]:.2f}, full {full[0]/full[1]:.2f}")
print(f"full mobility in SI x, y = {full[0]:.5f}, {full[1]:.5f} m^2/(V s)")
print(f"Ex = {Ex_small/e:.1f} eV: formula mu_x = {record*CM2:.0f} cm^2/(V s)")
print(f"Ex = {Ex_small/e:.1f} eV: acoustic mu_x = {record_true*CM2:.1f} cm^2/(V s)")
print(f"largest closed/numerical acoustic deviation {worst_acoustic:.1e}")
print(f"largest error of quasi-elastic rate at E = kT: {100*elastic_error:.2f} %")
print(f"change of full mobility on finer grid: {100*grid_change:.3f} %")
print("all good")
```

Printed output:

```
temperature 300 K, kT = 25.85 meV
masses m_x, m_y, m_d = 0.20, 0.80, 0.40 m_e
deformation constants Ex, Ey = 1.0, 5.0 eV
stiffness C_L, C_T = 100, 40 N/m
cell area 0.10 nm^2, atoms 60 and 120 u
sheet density 2.989e-06 kg/m^2
sound speeds LA, TA = 5784, 3658 m/s
optical: D = 5.0e+10 eV/m, energy 50 meV, N = 0.169
intervalley: D = 3.0e+10 eV/m, energy 25 meV, N = 0.613
polar: Z = 1.0, r = 4.0 nm, energy 40 meV, N = 0.270
rate prefactors optical, intervalley = 4.630e+12, 3.334e+12 1/s
polar rate prefactor at q = 0: 8.528e+13 1/s
K_x*C_L, K_y*C_L = 15.222, 24.111 eV^2
acoustic rates 1/tau_x, 1/tau_y = 5.028e+12, 7.965e+12 1/s
TA share of acoustic rate x, y = 0.389, 0.123
mobilities in cm^2/(V s), columns x and y:
  popular formula         26622.3      266.2
  LA solved correctly      2863.8      314.7
  LA + TA                  1748.9      276.0
  + optical                1203.8      210.6
  + intervalley             697.4      138.6
  + polar = full            582.8      125.3
  full, stochastic          579.9      127.4
  optical alone            7074.4     1768.6
  intervalley alone        1970.1      492.5
  polar alone              4682.9     1667.2
  Matthiessen sum           697.2      146.7
formula/full x, y = 45.68, 2.12
formula/acoustic x, y = 15.222, 0.964
acoustic/full x, y = 3.00, 2.20
anisotropy mu_x/mu_y: formula 100.0, acoustic 6.34, full 4.65
full mobility in SI x, y = 0.05828, 0.01253 m^2/(V s)
Ex = 0.1 eV: formula mu_x = 2662230 cm^2/(V s)
Ex = 0.1 eV: acoustic mu_x = 1618.2 cm^2/(V s)
largest closed/numerical acoustic deviation 1.3e-15
largest error of quasi-elastic rate at E = kT: 0.31 %
change of full mobility on finer grid: 0.000 %
all good
```
